# Where hydrogen exchange splitting falls below hyperfine and dipolar energies

Two ground-state hydrogen atoms $10.9\,a_0$ apart have an exchange splitting equal to the hyperfine splitting of one atom. At $12.0\,a_0$ the exchange splitting has sunk to the dipolar energy of the two electron spins. The dipolar energy at the first distance is $0.19$ of the hyperfine splitting, yet a single further Bohr radius is enough to bridge the gap. Both the closeness of the two distances and their size need an explanation.

The nuclei are held fixed at distance $R=xa_0$. The exchange splitting is $J=E_{\rm triplet}-E_{\rm singlet}$, where the names refer to the total electron spin.

## A rough estimate

To exchange places, each electron must reach the other atom. A 1s amplitude falls as $e^{-x}$, so two crossings suggest $J\sim E_he^{-2x}$, with $E_h$ the Hartree energy. The hyperfine splitting is $A=2.159\times10^{-7}E_h$. Equating the two gives
$$x\sim\tfrac12\ln\frac{1}{2.159\times10^{-7}}=7.7 .$$

The dipolar energy of two electron moments is about $\alpha^2E_h/x^3$, with $\alpha$ the fine-structure constant. Then $x\sim\ln(1/\alpha)+\tfrac32\ln x$, which gives $x\sim8.0$.

So the distances should be close, because an exponential crosses quite different energies within a short interval. The estimate is nevertheless about $3$ to $4\,a_0$ too small. The missing piece is the factor in front of the exponential, which near $x=11$ turns out to be several hundred.

## The splitting as a flow through a surface

This derivation uses atomic units: lengths in $a_0$, energies in $E_h$. The nuclei $a$ and $b$ lie at $z=-a$ and $z=+a$, so $R=2a$. Let $\Psi_s,\Psi_t$ be the real, normalized singlet and triplet spatial functions, and define
$$\psi_{1,2}=\frac{\Psi_s\pm\Psi_t}{\sqrt2}.$$
In $\psi_1$ electron 1 is mainly at nucleus $a$ and electron 2 at $b$; $\psi_2$ has the electrons swapped.

Let $V$ be the region $z_1<z_2$. Multiply the equation for $\Psi_t$ by $\Psi_s$ and the reverse, subtract, and integrate over $V$. The potentials cancel, and Green's theorem leaves
$$J\int_V\Psi_s\Psi_t=-\frac12\int_S(\Psi_s\nabla\Psi_t-\Psi_t\nabla\Psi_s)\cdot\mathbf n\,dS .$$

On the left, $\Psi_s\Psi_t=(\psi_1^2-\psi_2^2)/2$. If a fraction $\epsilon$ of $\psi_1^2$ leaks out of $V$, the same fraction of $\psi_2^2$ leaks in, and the integral is $(1-2\epsilon)/2$. I drop $\epsilon$, which is small for separated atoms. On the right, inserting the definitions gives
$$\Psi_s\nabla\Psi_t-\Psi_t\nabla\Psi_s=\psi_2\nabla\psi_1-\psi_1\nabla\psi_2 .$$

The outward normal has components $(1,-1)/\sqrt2$ along $(z_1,z_2)$, and the surface element is $\sqrt2\,dz\,d^2\rho_1d^2\rho_2$. The roots cancel. With $\partial_i=\partial/\partial z_i$,
$$J=\int dz\,d^2\rho_1d^2\rho_2\,\big[\psi_1(\partial_1-\partial_2)\psi_2-\psi_2(\partial_1-\partial_2)\psi_1\big]_{z_1=z_2=z}.$$

A test on a one-dimensional two-electron molecule with softened Coulomb forces gave $8.17\times10^{-4}E_h$ from the surface and $8.21\times10^{-4}E_h$ from direct diagonalization.

## How the electrons avoid each other

Write $\psi_1=\chi\phi$ with $\phi=e^{-r_{1a}-r_{2b}}/\pi$, the product of two free-atom functions. The interactions absent from $\phi$ are
$$W=-\frac1{r_{1b}}-\frac1{r_{2a}}+\frac1{r_{12}}+\frac1R .$$

The energy differs from that of two free atoms by a shift that falls much faster than $1/R$, so it is dropped. The Schrödinger equation then reads
$$-\tfrac12\nabla^2\chi-\nabla\ln\phi\cdot\nabla\chi+W\chi=0 .$$

Between the nuclei, near the axis, $\partial_1\ln\phi\simeq-1$ and $\partial_2\ln\phi\simeq+1$. Keeping the longitudinal first derivatives gives
$$(\partial_1-\partial_2)\ln\chi=-W .$$

The neglected terms need a check, because the relevant transverse distances are of order $\sqrt R$, as the Gaussians below show. Terms such as $\nabla^2_\perp\chi/\chi$ can then reach order $1/R$, the same as the nuclear attractions in $W$. But $\chi$ depends appreciably on the transverse separation when the electrons are within about $\sqrt R$ of each other. Over that path length the terms change $\ln\chi$ by order $R^{-1/2}$. This sets the expected size of the relative correction to $J$, and it decays slowly.

To reach the surface point $z$, follow $z_1=z-s$, $z_2=z+s$ as $s$ falls to zero. The path starts at $s_0=a-|z|$, where one electron is at its own nucleus. The other electron then sees a neutral atom: the terms in $W$ cancel in pairs, its tail is that of a free atom, and $\chi=1$. Along the path $d\ln\chi/ds=W$, so at the surface
$$\ln\chi=\int_0^{s_0}\!ds\left[\frac1{a-z+s}+\frac1{a+z+s}-\frac1{\sqrt{4s^2+\rho_{12}^2}}-\frac1{2a}\right].$$

The four integrals are as follows.

- The two nuclear attractions give $\ln\dfrac{2a}{a+|z|}$ and $\ln2$.
- The repulsion gives $-\tfrac12\operatorname{arsinh}(2s_0/\rho_{12})\simeq-\tfrac12\ln(4s_0/\rho_{12})$, for $s_0\gg\rho_{12}$.
- The constant gives $-s_0/(2a)$.

The factor 2 from $\ln2$ cancels the $1/\sqrt4$ from the repulsion, so
$$\chi=\frac{2a}{a+|z|}\sqrt{\frac{\rho_{12}}{a-|z|}}\;e^{-(a-|z|)/(2a)} .$$

The square root expresses the avoidance: the amplitude is reduced when the electrons pass close to each other. Integration of the unexpanded Coulomb potentials along this path agreed with the formula to within $0.1\,\%$ at large separation. That test covers the integral, not the neglect of the transverse terms.

## From the surface to the splitting

To leading order the derivatives act on the exponentials:
$$(\partial_1-\partial_2)\psi_1\simeq-2\psi_1,\qquad(\partial_1-\partial_2)\psi_2\simeq+2\psi_2 .$$
Hence $J=4\int\psi_1\psi_2$ over the surface. The factor $\chi$ is the same in both functions there. Beyond the nuclei the integrand dies out within about one Bohr radius, both along the axis and across it. That part of the surface is therefore smaller by a factor of order $R^{-5/2}$ and is left out. For each electron, expansion near the axis gives
$$r_{ia}+r_{ib}\simeq2a+\frac{\rho_i^2}{2}\left(\frac1{a+z}+\frac1{a-z}\right)=2a+k\rho_i^2,\qquad k=\frac{a}{a^2-z^2}.$$

Each transverse component of $\boldsymbol\rho_i$ therefore has variance $1/(2k)$, and each component of $\boldsymbol\rho_1-\boldsymbol\rho_2$ has variance $1/k$. The mean length of a two-dimensional Gaussian vector with component variance $\sigma^2$ is $\sigma\sqrt{\pi/2}$, so
$$\int d^2\rho_1d^2\rho_2\,\rho_{12}\,e^{-k(\rho_1^2+\rho_2^2)}=\frac{\pi^2}{k^2}\sqrt{\frac{\pi}{2k}} .$$

Inserting $\chi^2$ and cancelling $\pi^2$,
$$J=4\sqrt{\frac\pi2}\,e^{-4a}\int_{-a}^{a}dz\,\frac{4a^2}{(a+|z|)^2(a-|z|)}\,e^{-(a-|z|)/a}\,k^{-5/2}.$$

Set $|z|=at$; the two halves give a factor 2, and $k^{-5/2}=a^{5/2}(1-t^2)^{5/2}$. Collecting factors,
$$J=32\sqrt{\frac\pi2}\,a^{5/2}e^{-4a}\int_0^1dt\,(1+t)^{1/2}(1-t)^{3/2}e^{-(1-t)} .$$

With $u=1-t$ and $a^{5/2}=R^{5/2}/(4\sqrt2)$, the numerical factor becomes $4\sqrt\pi$. Restoring units,
$$\boxed{J=C\,E_h\,x^{5/2}e^{-2x}},\qquad C=4\sqrt\pi\int_0^1u^{3/2}(2-u)^{1/2}e^{-u}\,du .$$

The integral is $0.23083$, so $C=1.637$. A direct surface quadrature, with unexpanded distances in the exponent and the same formula for $\chi$, gave $1.640$ at $4000\,a_0$; it checks the integrations, not $\chi$.

The power of $x$ can be read off. The transverse areas of the two electrons contribute $R^2$, the length along the axis $R$, and the avoidance factor $\rho_{12}/R\sim R^{-1/2}$. At $x=11$ the prefactor $Cx^{5/2}$ is about $660$, which is what the rough estimate lacked.

## The two magnetic energies

**Hyperfine splitting.** Model the proton as a small sphere of uniform magnetization $\mathbf M$. Matching a uniform inner field to an outer dipole field gives $\mathbf H=-\mathbf M/3$ inside, hence $\mathbf B=\mu_0(\mathbf H+\mathbf M)=\tfrac23\mu_0\mathbf M$. Integrated over the interior, this is $\tfrac23\mu_0$ times the proton moment. The outer dipole field averages to zero over a spherical electron density.

With spin operators $\mathbf s,\mathbf i$, the moments are $-g_e\mu_B\mathbf s/\hbar$ and $g_p\mu_N\mathbf i/\hbar$, where $g_e>0$. The energy $-\boldsymbol\mu_e\cdot\mathbf B$ becomes
$$H_{\rm hf}=A\,\frac{\mathbf s\cdot\mathbf i}{\hbar^2},\qquad A=\frac23\mu_0g_e\mu_Bg_p\mu_N|\psi(0)|^2 .$$

Since $\mathbf s\cdot\mathbf i/\hbar^2$ is $\tfrac14$ for total spin $F=1$ and $-\tfrac34$ for $F=0$, the splitting is $A$. The density at the proton is $|\psi(0)|^2=1/[\pi a_0^3(1+m_e/m_p)^3]=2.1446\times10^{30}\ \mathrm{m^{-3}}$, where the mass factor accounts for nuclear motion within the atom. This gives $A=9.412\times10^{-25}$ J, or $A/h=1420.5$ MHz. Proton structure and further radiative corrections are left out.

**Dipolar energy.** For two static electron moments separated along $z$,
$$H_{\rm dd}=\frac{D}{\hbar^2}(\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z}),\qquad D=\frac{\mu_0g_e^2\mu_B^2}{4\pi R^3}.$$

The singlet has energy $-\tfrac34D+\tfrac34D=0$. The triplet state with $M=0$ has $\tfrac14D+\tfrac34D=D$, and those with $M=\pm1$ have $\tfrac14D-\tfrac34D=-\tfrac12D$. I take $D$ as the dipolar energy; the full spread is $3D/2$.

The electrons are clouds, not points. Outside each other, spherical clouds act like points at their centres. If the electrons are treated as distinguishable clouds, their overlap at $12\,a_0$ changes the anisotropic coupling by about $3$ parts in $10^6$ and adds an isotropic contact term of about $5\times10^{-6}D$. In the triplet the contact term is absent, because the spatial function vanishes where the electrons meet. These effects are negligible here.

To compare with $J$, use $\mu_B=e\hbar/(2m_e)$, $\mu_0=1/(\varepsilon_0c^2)$, $E_h=e^2/(4\pi\varepsilon_0a_0)$ and $\hbar/(m_eca_0)=\alpha$. Then
$$\frac{\mu_0\mu_B^2}{4\pi a_0^3}=\frac{E_h\hbar^2}{4m_e^2c^2a_0^2}=\frac{\alpha^2E_h}{4},\qquad D=\frac{\alpha^2g_e^2}{4}\frac{E_h}{x^3}.$$

## The crossing distances

Setting $J=A$ gives $x^{5/2}e^{-2x}=A/(CE_h)$. Raise this to the power $2/5$ and multiply by $-4/5$:
$$-\tfrac45x\,e^{-4x/5}=-\tfrac45\left(\frac{A}{CE_h}\right)^{2/5}.$$

The left side has the form $ye^y$, which the Lambert function $W$ inverts. The outer solution has $y<-1$, the branch $W_{-1}$:
$$R_{\rm hf}=-\tfrac54a_0W_{-1}\!\left[-\tfrac45\left(\frac{A}{CE_h}\right)^{2/5}\right].$$

For $J=D$ the equation is $x^{11/2}e^{-2x}=\alpha^2g_e^2/(4C)$. The power $2/11$ and the factor $-4/11$ give
$$R_{\rm dd}=-\tfrac{11}4a_0W_{-1}\!\left[-\tfrac4{11}\left(\frac{\alpha^2g_e^2}{4C}\right)^{2/11}\right].$$

The logarithms of the same equations show the arithmetic:
$$x_{\rm hf}=\tfrac12\ln\frac{1.6366}{2.1589\times10^{-7}}+\tfrac54\ln x_{\rm hf}=7.92+2.99=10.91,$$
$$x_{\rm dd}=\tfrac12\ln\frac{4C}{\alpha^2g_e^2}+\tfrac{11}4\ln x_{\rm dd}=5.17+6.83=12.00 .$$

Thus $R_{\rm hf}\approx10.9\,a_0=0.58$ nm and $R_{\rm dd}\approx12.0\,a_0=0.63$ nm. Using the spread $3D/2$ instead of $D$ moves the second crossing inward to $11.7\,a_0$.

A relative error in $J$ does little harm. Differentiating the logarithms gives
$$\delta x_{\rm hf}=\frac{\delta\ln J}{2-5/(2x)},\qquad\delta x_{\rm dd}=\frac{\delta\ln J}{2-11/(2x)} .$$
If $J$ is $10\,\%$ larger, the crossings move outward by $0.05$ and $0.06\,a_0$.

## Comparison with a molecular calculation

The dropped corrections of relative order $R^{-1/2}$ call for a check at the distances of interest. Full configuration interaction for H$_2$, in a finite Gaussian basis of s, p and d functions, gives $J=1.77\times10^{-7}E_h$ at $11\,a_0$, against $1.83\times10^{-7}E_h$ from the formula. This value is not converged in the basis: extra s, p and d functions at the bond midpoint raise it by about $3\,\%$, to $1.82\times10^{-7}E_h$, and move both crossings below outward by $0.01$ to $0.02\,a_0$. At $12\,a_0$ the values are $2.93\times10^{-8}$ and $3.08\times10^{-8}E_h$. The crossings from the molecular splitting are $10.89$ and $11.97\,a_0$, about $0.02$ and $0.03\,a_0$ inside the estimates. Shifts this small lie within the basis error discussed next, so neither their size nor their sign is established.

The ratio of the molecular value to the formula falls from $0.99$ at $10\,a_0$ to $0.94$ at $13\,a_0$. It moves away from one. This does not contradict the formula: the dropped corrections, of relative order $R^{-1/2}$ and higher, can have opposite signs, so the ratio may pass through one and drift away before it returns. Since $x^{-1/2}\approx0.3$ here, agreement to a few per cent may rest partly on such a cancellation. The basis also matters: removing the d functions lowers the splitting at $12\,a_0$ to $2.73\times10^{-8}E_h$, by $7\,\%$ of the s, p, d value, more than the $5\,\%$ by which that value lies below the formula. A different basis, with extra s, p and d functions at the bond midpoint, raises the ratio by about $0.03$ at both $11$ and $13\,a_0$, to about $0.99$ and $0.97$. A large part of the deficit thus depends on the basis, while the fall of about $0.03$ between these two distances appears in both bases. Two finite bases do not prove that the drift is a property of the exact splitting, but this change of basis does not remove it. The comparison supports the distances to about $0.1\,a_0$, but it does not measure the correction to the asymptotic formula.

## What changes at the crossings

With spins in units of $\hbar$, and the dipolar term omitted (it stays well below $A$ near both crossings), the four spins obey
$$H=J\,\mathbf s_1\cdot\mathbf s_2+A(\mathbf s_1\cdot\mathbf i_1+\mathbf s_2\cdot\mathbf i_2).$$

The hyperfine part can be rewritten as
$$\tfrac A2(\mathbf s_1+\mathbf s_2)\cdot(\mathbf i_1+\mathbf i_2)+\tfrac A2(\mathbf s_1-\mathbf s_2)\cdot(\mathbf i_1-\mathbf i_2).$$
The first term conserves the total electron spin; the second connects singlet and triplet.

Start in an electron singlet with random nuclear spins. Each component of $\mathbf s_1-\mathbf s_2$ has mean square $1$, and each component of $\mathbf i_1-\mathbf i_2$ has mean square $\tfrac12$. The mean squared coupling is therefore $v^2=(A^2/4)\times3\times\tfrac12=3A^2/8$. For $J\gg A$ the triplet probability oscillates with time average $2v^2/J^2=3A^2/(4J^2)$.

At $J=10A$ this predicts $0.0075$; diagonalization gives $0.0082$. The average rises to $0.31$ at $J=A$ and $0.47$ at $J=0.1A$. The last case occurs near $12.2\,a_0$, where $D\approx0.14A$ already exceeds $J$; restoring the dipolar term raises that average by about $0.015$ and barely changes the other two. The first crossing thus marks a gradual loss of singlet and triplet as useful labels for the states that the hyperfine term mixes. In this Hamiltonian these are eight of the sixteen. The term that changes the total electron spin also changes the total nuclear spin, so a state with both spins equal to 1 can mix only with the state in which both are 0. That requires a total spin of 0, and the eight states with both spins equal to 1 and total spin 1 or 2 stay pure electron triplets.

At the second crossing $J$ and $D$ are both $0.14A$. There the hyperfine interaction sets the main level structure, and exchange and dipolar coupling compete as smaller terms within it. Farther out $J/D$ keeps falling, because the exponential outruns the power law.

These distances belong to fixed nuclei. In a collision $R$ changes with time, and the evolution of the spins depends also on how long the atoms spend at each distance.

## Calculated quantities

```
Bohr radius a0 = 5.291772e-11 m
Hartree energy Eh = 4.359745e-18 J
fine-structure constant = 7.297353e-03
electron g factor (magnitude) = 2.002319
proton g factor = 5.585695
integral over u = 0.23083
exchange constant C = 1.6366
C from surface quadrature, R = 4000 a0: 1.6395
1D molecule: gap from diagonalization = 8.21049e-04 Eh
1D molecule: gap from surface formula = 8.17039e-04 Eh
density at proton |psi(0)|^2 = 2.14456e+30 m^-3
hyperfine splitting A = 9.41224e-25 J
A/h = 1420.5 MHz
A/Eh = 2.1589e-07
R_hf (J = A) = 10.907 a0 = 0.5772 nm
R_dd (J = D) = 11.999 a0 = 0.6349 nm
D at R_hf = 1.7933e-25 J
D at R_dd (equals J there) = 1.3471e-25 J
D/A at R_hf = 0.1905
J/A at R_dd = 0.1431
crossing J = 3D/2 at 11.735 a0
shift of R_hf if J is 10 % larger = 0.054 a0
shift of R_dd if J is 10 % larger = 0.062 a0
R = 10 a0: J asymptotic = 1.067e-06 Eh, FCI = 1.052e-06 Eh, FCI/asymptotic = 0.986
R = 11 a0: J asymptotic = 1.832e-07 Eh, FCI = 1.773e-07 Eh, FCI/asymptotic = 0.968
R = 12 a0: J asymptotic = 3.082e-08 Eh, FCI = 2.934e-08 Eh, FCI/asymptotic = 0.952
R = 13 a0: J asymptotic = 5.095e-09 Eh, FCI = 4.776e-09 Eh, FCI/asymptotic = 0.937
FCI J at 12 a0 without d functions = 2.728e-08 Eh
R_hf from FCI splitting = 10.89 a0
R_dd from FCI splitting = 11.97 a0
1s-cloud/point dipolar coupling at 12 a0, minus 1 = -2.7e-06
J/A = 10: mean triplet probability from singlet = 0.0082
J/A = 1: mean triplet probability from singlet = 0.3125
J/A = 0.1: mean triplet probability from singlet = 0.4697
```
